Out-of-plane strain of a coherent (001) silicon film under tension

**Question**

I have a thin (001) silicon film grown coherently on a relaxed silicon-germanium layer. The film is stretched by 0.8 percent along both in-plane cube axes, and I need its strain along the growth direction. I was given C11 = 166 GPa and C12 = 64 GPa, and nothing else.

I have three candidate answers and can't decide between them.

(a) The film keeps its volume, so it must shrink by twice 0.8 percent, which gives −1.6 percent.

(b) The stretch is passed on to the vertical direction through C12 and resisted by C11, which gives −(64/166) × 0.8 = −0.31 percent.

(c) Poisson's ratio along a cube axis is C12/(C11 + C12) = 0.278, which gives −0.278 × 0.8 = −0.22 percent.

Which is right, if any? Why was I not given C44? And does the vertical strain matter for the valleys and hole bands, given that the substrate sets only the in-plane lattice?

**Answer**

None of the three is right, although (b) and (c) each contain a correct piece. The way through is to list what the substrate fixes and what the free surface fixes, and then to let Hooke's law supply the rest.

**What is fixed, and by what**

Take x, y and z along the cube axes, with z normal to the film. Measure strain from unstrained silicon and count tension as positive, for strain and for stress. Coherent means that the silicon planes continue into the substrate without dislocations, so the film takes over the substrate's in-plane lattice parameter. If the substrate is thick enough not to yield, this fixes three strain components:

ε_xx = ε_yy = e = +0.008,  ε_xy = 0.

The other three, ε_zz, ε_xz and ε_yz, are free. They adjust to the forces on the top surface. With nothing pressing on it, and air pressure neglected, that surface carries no force:

σ_xz = σ_yz = σ_zz = 0 at the surface.

These conditions also hold inside the film. Far from the edges nothing varies with x or y, so the balance of forces on a thin slice reduces to

∂σ_xz/∂z = 0,  ∂σ_yz/∂z = 0,  ∂σ_zz/∂z = 0.

Each of these stresses is therefore the same at every depth, and since it is zero at the top it is zero throughout. We have three unknown strains and three conditions.

**Hooke's law, and why C44 drops out**

For small strains the stress is linear in the strain, and cubic symmetry restricts the coefficients. The mirror x → −x reverses ε_xy and ε_xz but leaves the normal strains and ε_yz alone. The mirrors in y and z act in the corresponding way. Each shear thus has its own pattern of sign changes, different from that of the other shears and from that of the normal strains, which never change sign. A linear coupling between quantities with different patterns would change when the crystal is mirrored, although the crystal itself does not change, apart from a shift that has no effect on its elastic constants. Such couplings must vanish. The three cube axes are also equivalent, so the remaining coefficients are the same for each axis and each pair of axes. This leaves

σ_xx = C11 ε_xx + C12 (ε_yy + ε_zz)
σ_yy = C11 ε_yy + C12 (ε_xx + ε_zz)
σ_zz = C11 ε_zz + C12 (ε_xx + ε_yy)
σ_xz = 2 C44 ε_xz,  σ_yz = 2 C44 ε_yz,  σ_xy = 2 C44 ε_xy.

The factor 2 appears because ε_xz is the tensor shear strain, half the change of angle.

The conditions σ_xz = σ_yz = 0 now give ε_xz = ε_yz = 0, since C44 is positive in a stable crystal. Its value is irrelevant: any positive number gives zero shear. That is why you were not given it.

**The vertical strain**

One condition remains. Put the two equal in-plane strains into σ_zz = 0:

0 = C11 ε_zz + C12 (e + e)
C11 ε_zz = −2 C12 e
ε_zz = −2 (C12/C11) e.

The minus sign says that a stretched film becomes thinner. The 2 counts the two stretched directions, each of which contributes C12 e to the vertical stress. For your numbers,

ε_zz = −2 × (64/166) × 0.008 = −0.771 × 0.008 = −0.00617,

a contraction of 0.62 percent. Since only the ratio of the elastic constants enters, the result is the same in GPa, atomic units or any other unit of pressure.

It helps to imagine the stretch in two stages. First stretch the film sideways while holding its height fixed. A vertical tension then builds up:

2 C12 e = 2 × 64 GPa × 0.008 = 1.024 GPa.

Now let go of the top surface. The film shrinks until the compressive term C11 ε_zz cancels this tension, which happens at a contraction of 1.024/166 = 0.0062. Your option (b) has this mechanism but counts the pull from one in-plane direction and leaves out the other.

**The same result from the energy**

The elastic energy per volume with all shears zero is

W = ½ C11 (ε_xx² + ε_yy² + ε_zz²) + C12 (ε_xx ε_yy + ε_yy ε_zz + ε_zz ε_xx).

Differentiating W with respect to a normal strain returns the corresponding stress above. With both in-plane strains equal to e,

W = ½ C11 (2e² + ε_zz²) + C12 (e² + 2e ε_zz).

The substrate holds e fixed, so the film can lower its energy by changing its height:

dW/dε_zz = C11 ε_zz + 2 C12 e = 0.

This is the condition we had before. The second derivative is C11, which is positive, so the solution is a minimum. A free surface and a relaxed height are the same statement.

**What is wrong with constant volume**

To first order the relative volume change is the sum of the three normal strains:

ΔV/V = 2e + ε_zz = 2e − 2 (C12/C11) e = 2e (1 − C12/C11).

Here it is 1.600 − 0.617 = 0.983 percent, so the film expands. Your option (a) would require C12 = C11. To see what that would mean, stretch a crystal by t along x and compress it by t along y. This keeps the volume to first order and costs

W = ½ C11 (t² + t²) − C12 t² = (C11 − C12) t².

If C12 equalled C11, this change of shape would cost nothing. Constant volume is thus the limit of a material that resists compression but not this distortion, and silicon, with C11 − C12 = 102 GPa, is far from it. In the opposite limit, C12 = 0, the directions are uncoupled and the film keeps its height.

**What is wrong with Poisson's ratio**

Option (c) describes a different experiment. Take a bar along x with free sides, stretched by e. By symmetry both sideways strains have the same value t, and the stress on the sides vanishes:

0 = C11 t + C12 (e + t)
(C11 + C12) t = −C12 e
t = −[C12/(C11 + C12)] e = −ν e.

So ν = 64/230 = 0.278 is correct for such a bar. In your film, however, the y direction is not free to shrink. The substrate pulls on it too.

Poisson's ratio still gives the right answer if both pulls are included. Let Y be Young's modulus along a cube axis. The film carries equal stresses σ along x and y and none along z. Adding the effects of the two stresses gives

e = σ/Y − ν σ/Y = (1 − ν) σ/Y
ε_zz = −ν σ/Y − ν σ/Y = −2ν σ/Y.

Dividing the second line by the first,

ε_zz/e = −2ν/(1 − ν).

From the expression for ν we have 1 − ν = C11/(C11 + C12), so ν/(1 − ν) = C12/C11 and the earlier formula returns. The factor 2 comes from the two pulls. The factor 1/(1 − ν) is there because each pull must also overcome the sideways contraction caused by the other.

**Lattice parameters and stress**

Unstrained silicon has a cubic lattice parameter of 0.543102 nm. In the film it becomes

in-plane: 0.543102 × 1.00800 = 0.54745 nm
vertical: 0.543102 × (1 − 0.00617) = 0.53975 nm.

A film that would be 10 nm thick without strain is thinner by 10 × 0.00617 = 0.062 nm.

The in-plane stress follows from the first line of Hooke's law, with the vertical strain inserted:

σ_xx = C11 e + C12 e + C12 ε_zz
  = (C11 + C12 − 2 C12²/C11) e
  = (166 + 64 − 49.3) GPa × 0.008
  = 1.45 GPa.

The negative term is the relief the film gains by becoming thinner.

**Why the valleys and hole bands care**

The substrate sets the in-plane lattice, but the bands respond to the whole strain. Split it into a part that is equal in all directions and a part that is not. The equal part leaves the crystal cubic, so it can shift levels but cannot separate states that cubic symmetry makes degenerate. The unequal part is measured by

ε_zz − e = −0.617 − 0.800 = −1.417 percent.

This tetragonal distortion makes z different from x and y. Silicon has six equivalent conduction valleys, two along each cube axis. A quarter turn about z still carries the x valleys into the y valleys, so those four remain equivalent, but no symmetry of the strained crystal carries them into the two z valleys. The six may therefore separate into a group of two and a group of four. This is the effect of strain on the bulk bands. In a thin film, quantum confinement along z separates the valleys into the same two groups even without strain, because the z valleys have the heavy mass along z. An infinite-well estimate with masses 0.916 and 0.19 gives about 16 meV at 10 nm and 63 meV at 5 nm, and this must be counted in addition. In the same way, the heavy-hole and light-hole states, which meet at the top of the valence band in cubic silicon, are no longer required to have the same energy.

Elasticity does not say which group lies lower or by how much. That takes deformation potentials, the coefficients that relate band energies to strain. To first order in strain, though, these splittings are proportional to ε_zz − e, so an error in ε_zz passes directly into them. With option (a) the difference would be −1.6 − 0.8 = −2.4 percent, and the first-order splittings would come out too large by a factor 2.4/1.417 = 1.7. For the holes, first order is only a rough guide at this strain. The strain also mixes the light-hole states with the split-off band, which lies only about 0.044 eV below them in unstrained silicon, and the strain splitting is of the same order of magnitude. A quantitative hole splitting therefore needs a calculation that includes all three bands.

**How far to trust the number**

Your numbers resemble a strained-silicon channel on relaxed silicon-germanium with roughly 20 percent germanium. For a wide film of this kind the corrections I can estimate are small.

The elastic constants come first. If each is uncertain by 1 GPa, the extreme combinations are 65/165 and 63/167 for C12/C11, and the strain lies between −0.630 and −0.604 percent. Quoting −0.62 percent is therefore about as fine as the input deserves.

Next, Hooke's law is the leading term of an expansion in strain. To estimate the next one, use the finite-strain measures p = e + e²/2 in the plane and q = ε_zz + ε_zz²/2 along z, and add cubic terms to the energy. Setting its derivative with respect to q to zero gives

C11 q + 2 C12 p + ½ C111 q² + C112 (p² + 2pq) + C123 p² = 0.

With rough third-order constants C111 = −800, C112 = −450 and C123 = −60 GPa, the solution corresponds to ε_zz = −0.619 percent. That is a relative change of about 0.4 percent. The cubic terms nearly cancel, so this figure depends on the constants chosen: C111 = −750, C112 = −480 and C123 = 0 GPa give about 1 percent. Either way it is less than the 2 percent effect of the uncertainty in C11 and C12.

A surface cut slightly off (001) mixes in the shear stiffness. I took a normal tilted by 4 degrees from [001] towards [110], kept the strain at 0.8 percent within the tilted plane, and used a rough C44 of 80 GPa. The three conditions of zero force on the surface are then three linear equations for the free strain components. Solved numerically, they give −0.614 percent along the tilted normal.

The assumption that can fail badly in a scaled transistor is that the film is wide. If it is etched into a narrow ribbon or fin, the new side faces are free and the film can shrink sideways. As long as the vertical stress stays zero, the third line of Hooke's law gives, for unequal in-plane strains,

ε_zz = −(C12/C11) (ε_xx + ε_yy).

For a ribbon along [100] that keeps its full stretch along its length but relaxes completely across its width, we are back at the bar of option (c), with ε_yy = ε_zz = −0.223 percent. The formula agrees: −(64/166) × (0.800 − 0.223) = −0.22 percent. The vertical contraction is then 0.36 times that of the wide film. The special axis has also changed: y and z are now equivalent and x is the odd one out, so the strain groups the valleys differently (confinement in the thin and narrow directions adds its own splitting). A partly relaxed ribbon with uniform strain and no vertical stress lies between the two cases. In a real ribbon the strain can vary from place to place, and near the edges the vertical stress need not be zero. For a ribbon along [110] the calculation must be repeated, because C44 then enters.

Two other conditions deserve a look in a real device. A wide, uniform cap with a free top cannot load the film vertically, whatever its own in-plane stress, because the force balance above keeps σ_zz = 0 through the whole stack. If an external load or a patterned structure such as a gate with a stressed liner does impose a vertical stress s, the condition becomes σ_zz = s, and at fixed in-plane strain ε_zz shifts by s/C11. And if the film is thick enough to form misfit dislocations, it is no longer fully coherent. The e in the formula must then be the in-plane strain that remains, not the full lattice mismatch.
